# The leading Makov-Payne correction for a charged cubic supercell, part 2

The energy of a localized charge $qe$ computed in a periodic cell differs from that of the same charge alone in an unlimited host. The problem is to find this difference and correct for it. Gaussian units are used; $e$ is the positive elementary charge and $q$ an integer of either sign. The cell is simple cubic, with side $L$ and volume $V=L^3$. A uniform background $-qe/V$ makes it neutral, and the mean potential is set to zero.

The density $\rho(\mathbf r)$ excludes the polarization charge of the host, and its transform is $\rho(\mathbf k)=\int\rho(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}\,d^3r$. The host is an insulator with linear response $\varepsilon(\mathbf k)$, which tends to the permittivity $\varepsilon$ as $\mathbf k\to0$. $E_{\rm per}$ is the energy per periodic cell and $E_{\rm iso}$ that of the isolated charge.

The potential $\psi_L$ of a unit point charge in vacuum, repeated on the lattice with its background, defines the Madelung constant $\alpha$:

$$
\lim_{\mathbf r\to0}\left[\psi_L(\mathbf r)-\frac1r\right]=-\frac{\alpha}{L}.
$$

In the host, the images and background therefore produce the potential $-\alpha qe/(\varepsilon L)$ at the charge.

The energy difference was found by splitting $f(\mathbf k)=|\rho(\mathbf k)|^2/\varepsilon(\mathbf k)$, averaged over the cubic operations, into a Gaussian of arbitrary width parameter $s$ and a remainder:

$$
f(\mathbf k)=f_0e^{-s^2k^2}+k^2h(\mathbf k),
\qquad h(0)=f_2+s^2f_0 .
$$

Here $f_0$ and $f_2$ are the coefficients in $f(\mathbf k)=f_0+f_2k^2+O(k^4)$. The remainder contributes to $E_{\rm per}-E_{\rm iso}$ the amount

$$
-\frac{2\pi h(0)}V+2\pi\sum_{\mathbf R\ne0}H(\mathbf R),
$$

where $\mathbf R$ runs over the supercell lattice and $H(\mathbf R)$ is the inverse transform of $h$. The real-space tail of the Gaussian part is negligible when $s\ll L$.

## The next term, the right permittivity and real cells

The first half considered a localized density $\rho$ of total charge $qe$ in a cubic cell of volume $V=L^3$, with a uniform background and zero mean potential. With $f(\mathbf k)=|\rho(\mathbf k)|^2/\varepsilon(\mathbf k)$, averaged over the cubic operations and expanded as $f_0+f_2k^2+\cdots$, the result was

$$
E_{\rm per}-E_{\rm iso}=-\frac{\alpha f_0}{2L}-\frac{2\pi f_2}{L^3}+\cdots,
\qquad f_0=\frac{q^2e^2}{\varepsilon},\qquad \alpha=2.8373 .
$$

The second term indicates when the first is sufficient. Take a constant permittivity to begin with. Define the dipole $\mathbf p=\int\mathbf r\rho\,d^3r$, the second-moment tensor $M_{ij}=\int r_ir_j\rho\,d^3r$, and its trace $Q=\int r^2\rho\,d^3r$. Expanding the exponential in $\rho(\mathbf k)$ gives

$$
\rho(\mathbf k)=qe-i\mathbf k\cdot\mathbf p-\frac12\sum_{ij}k_iM_{ij}k_j+\cdots .
$$

To second order in $k$, the squared modulus is

$$
|\rho(\mathbf k)|^2=q^2e^2-qe\sum_{ij}k_iM_{ij}k_j+(\mathbf k\cdot\mathbf p)^2+\cdots .
$$

The cubic average replaces $k_ik_j$ by $k^2\delta_{ij}/3$. Therefore $f_2=-(qeQ-p^2)/(3\varepsilon)$, and

$$
E_{\rm per}-E_{\rm iso}=-\frac{\alpha q^2e^2}{2\varepsilon L}
+\frac{2\pi(qeQ-p^2)}{3\varepsilon L^3}+O(L^{-5}).
$$

The combination $qeQ-p^2$ does not depend on the origin. If all positions are shifted by $\mathbf a$, then $qeQ$ gains $2qe\,\mathbf a\cdot\mathbf p+q^2e^2a^2$, and $p^2$ gains the same amount. The next power is $L^{-5}$ because the fourth-order part of $f$ contains $k_x^4+k_y^4+k_z^4$. Divided by $k^2$, this is not smooth at the origin and scales as $k^2$; the volume factor $1/V$ supplies the other three powers of $1/L$.

This expansion was tested on an asymmetric density in vacuum, with $e=1$ and dimensionless lengths. Gaussian charges $3$ and $-1$, each proportional to $e^{-r^2/2\sigma^2}$ with $\sigma=0.5$, were placed a unit distance apart. The two terms above were subtracted from the directly computed energy difference at $L=10$ and $L=20$. The remainder fell as the power 5.002 of $1/L$, in agreement with the expected fifth power.

Screening by a single number $\varepsilon$ remains an assumption about the host, and a microscopic model can test it. Place points of polarizability $a$ on a simple cubic lattice with cell volume $v$. To find the permittivity, we need the field on one point due to all the others when every point carries the same dipole $\mathbf p_0$. The lattice potential $\psi$ of a unit charge obeys $\nabla^2(\psi-1/r)=4\pi/v$ near the origin, because of its background. Cubic symmetry makes the quadratic part isotropic, and since $\nabla^2r^2=6$,

$$
\psi(\mathbf r)-\frac1r=\text{constant}+\frac{2\pi r^2}{3v}+\cdots .
$$

A dipole has the potential $-\mathbf p_0\cdot\nabla(1/r)$ and the field $\nabla(\mathbf p_0\cdot\nabla)(1/r)$. The field of the other dipoles, at zero mean field, is therefore $\nabla(\mathbf p_0\cdot\nabla)(2\pi r^2/3v)=4\pi\mathbf p_0/(3v)$. With a mean field $\mathbf F$ and the polarization $\mathbf P=\mathbf p_0/v$, the response of each point is

$$
\mathbf P=\frac av\left(\mathbf F+\frac{4\pi}{3}\mathbf P\right).
$$

Put $x=4\pi a/(3v)$. Solving for $\mathbf P$ and using $\varepsilon=1+4\pi P/F$ gives $\varepsilon-1=3x/(1-x)$, or

$$
\frac{\varepsilon-1}{\varepsilon+2}=\frac{4\pi a}{3v},
$$

the Clausius-Mossotti relation.

In the test, a unit charge sat at one interstitial centre of a supercell of $n\times n\times n$ points, and the induced dipoles were solved from their mutual fields. No continuum permittivity entered the solution, apart from fixing the value of $a$. The energies for $n=6,8,10,12$ were represented by a constant and terms in $1/n$, $1/n^3$ and $1/n^5$. For $\varepsilon=2$ the coefficient of $1/n$ was $-0.7095$, against the predicted $-\alpha/(2\varepsilon)=-0.7093$. For $\varepsilon=3$ it was $-0.4740$, against $-0.4729$. The deviations are 0.03% and 0.24% of the predicted values. In this model the macroscopic permittivity sets the leading term, although the charge sits among discrete points with strong local fields.

Which permittivity belongs in the formula depends on what may respond in the calculation. If the ions are relaxed around the charge, it is the static value $\varepsilon_0$. If a neutral system is charged with its ions clamped, it is the electronic value $\varepsilon_\infty$. A sudden change of charge from $q_1$ to $q_1+\Delta q$, starting from ions relaxed around $q_1$, needs both. The added charge first meets the existing image potential $-\alpha q_1e/(\varepsilon_0L)$, and then builds up its own with electronic screening alone. The correction to the energy of the change is

$$
\Delta E_{\rm corr}=\frac{\alpha e^2}{L}
\left[\frac{q_1\Delta q}{\varepsilon_0}+\frac{(\Delta q)^2}{2\varepsilon_\infty}\right].
$$

When the two permittivities are equal, the bracket becomes $[(q_1+\Delta q)^2-q_1^2]/(2\varepsilon)$, the difference of two ordinary corrections.

As an example, consider an oxygen vacancy of charge $+2$ in MgO, in cells of 2, 3 and 4 lattice constants. The lattice constant of 0.42 nm, the static permittivity of 10 and the electronic permittivity of 3 are rough typical values for this oxide. The charge is modelled by a Gaussian of width $\sigma=0.10$ nm, and the onset of screening by

$$
\frac1{\varepsilon(k)}=\frac1\varepsilon+
\left(1-\frac1\varepsilon\right)\frac{\lambda^2k^2}{1+\lambda^2k^2},
\qquad \lambda=0.05\ {\rm nm}.
$$

At long wavelength the host screens fully; at distances much shorter than $\lambda$ it does not screen. The values of $\sigma$ and $\lambda$ are model choices. This is not an electronic-structure calculation of the vacancy, and its isolated energy of 3.009 eV is not a formation energy. The purpose is to follow the error with cell size.

With $e^2=1.43997$ eV nm, the leading correction in the smallest cell, $L=0.84$ nm, is

$$
\frac{2.8373\times2^2\times1.43997\ {\rm eV\,nm}}{2\times10\times0.84\ {\rm nm}}
=0.973\ {\rm eV},
$$

or 93.9 kJ/mol. For the next term, $\rho(k)=qe\,e^{-\sigma^2k^2/2}$, so that $|\rho|^2=q^2e^2(1-\sigma^2k^2+\cdots)$. Multiplication by the expansion of $1/\varepsilon(k)$ gives

$$
f_2=q^2e^2\left[\left(1-\frac1\varepsilon\right)\lambda^2-\frac{\sigma^2}{\varepsilon}\right].
$$

The bracket is $0.9\times0.0025-0.1\times0.01=0.00125$ nm². The correction to be added to $E_{\rm per}$ is $2\pi f_2/L^3$, which is 0.0763 eV in the smallest cell. Its sign is that of $(\varepsilon-1)\lambda^2-\sigma^2$: delayed screening makes it positive, and the spread of the charge makes it negative. A rule that fixes this sign without regard to the host and the charge shape would fail in this model.

The energies, in eV, are as follows.

| $L$ (nm) | $E_{\rm per}-E_{\rm iso}$ | leading correction | error left |
|---|---:|---:|---:|
| 0.84 | −1.049 | 0.973 | −0.076 |
| 1.26 | −0.671 | 0.649 | −0.023 |
| 1.68 | −0.496 | 0.486 | −0.010 |

The error left after the leading correction is 7% of the original shift in the smallest cell and 2% in the largest. It falls as the power 2.999 of $1/L$. Adding the $L^{-3}$ correction reduces it to $5\times10^{-5}$ eV in the smallest cell.

That last residue can be explained. Choose $s=\sigma$ in the decomposition of the first half. Then $h(k)=q^2e^2(1-1/\varepsilon)e^{-\sigma^2k^2}/(k^2+\lambda^{-2})$, the transform of a screened Coulomb tail smeared by a Gaussian. Outside the Gaussian, the smearing multiplies the tail $e^{-R/\lambda}/(4\pi R)$ by $e^{\sigma^2/\lambda^2}$, because the Laplacian acting on the tail gives $\lambda^{-2}$ times the tail. The six nearest images contribute

$$
\frac{3q^2e^2}{L}\left(1-\frac1\varepsilon\right)e^{\sigma^2/\lambda^2}e^{-L/\lambda}
\simeq5.1\times10^{-5}\ {\rm eV}
$$

at $L=0.84$ nm, the size and sign found. This estimate requires $L$ to be well above $2\sigma^2/\lambda=0.4$ nm.

The table also shows a risk in extracting a permittivity from cell sizes. Between the smallest and the largest cell, $E_{\rm per}$ rises by 0.553 eV, whereas the leading law predicts 0.486 eV. Attributing the whole rise to $1/L$ would give an apparent permittivity of $10\times0.486/0.553=8.8$, which is 12% below the value put in.

For a real vacancy in MgO, the model's small residue must not be taken for accuracy. With all other inputs held fixed in the smallest cell, raising $\lambda$ to 0.10 nm increases the $L^{-3}$ correction from 0.076 to 0.49 eV, half the leading correction. Raising the static permittivity by 10% lowers the leading correction by 0.088 eV. Using the clamped-ion value of 3 gives 3.24 eV, so choosing the wrong response would cost 2.27 eV. Elastic interaction between images also scales as $1/V$. With a bulk modulus $B=160$ GPa and a relaxation volume $\Delta v=0.005$ nm³, both rough, the estimate $B(\Delta v)^2/(2V)$ is 0.02 eV in magnitude. It leaves out the shear stiffness of the host, which lowers the figure, so it gives only the order of magnitude. For comparison, the thermal energy at 300 K is 0.026 eV.

Linear response is doubtful close to the charge. At 0.21 nm, half a lattice constant, the continuum field $qe/(\varepsilon r^2)$ is 65 MV/cm. This is a rough figure, since the distance is comparable with the charge width. It is also too low for the model above, in which screening is still incomplete at this distance. A nonlinear response there belongs largely to the isolated charge as well. What changes with the cell is the field of the images and background. Its leading part, $4\pi qer/(3\varepsilon V)$, is 4.3 MV/cm at the same distance and falls as $L^{-3}$; the next part depends on direction and falls faster with $L$. The leading image potential is uniform across the core and exerts no field on it. Hence the $1/L$ coefficient survives local nonlinearity, provided that the distant host responds linearly and the charge stays localized.

In water the two permittivities differ by a much larger factor than in MgO. For a unit charge in a cubic water box of 1.25 nm, the leading correction is 0.020 eV with a rough static permittivity of 80, which assumes that the molecules are fully sampled in equilibrium. For sudden charging of a neutral solute with frozen molecules, and a rough electronic permittivity of 1.8, it is 0.91 eV. The smaller figure is not the whole finite-size error. Suppose that the solute keeps water out of a sphere of radius $R$ around a central point charge. Inside the sphere the potential then exceeds $qe/(\varepsilon r)$ by $qe(1-1/\varepsilon)(1/r-1/R)$. The background acts on this excess and adds $2\pi q^2e^2(1-1/\varepsilon)R^2/(3L^3)$ to the correction, which is 0.061 eV for $R=0.2$ nm and $\varepsilon=80$. The total, about 0.08 eV, is still far below the value for frozen molecules. A box that seems large enough for a solvation free energy may thus be far too small for an uncorrected vertical ionization energy.

Mobile ions change the law itself. If they respond with $\varepsilon(k)=\varepsilon(1+k_D^2/k^2)$, where $1/k_D$ is the Debye length, then for a point charge

$$
f(k)=\frac{q^2e^2}{\varepsilon}\frac{k^2}{k^2+k_D^2},
\qquad f_0=0,\qquad f_2=\frac{q^2e^2}{\varepsilon k_D^2}.
$$

The $1/L$ term vanishes, and for $L$ much larger than the Debye length the shift is $-2\pi q^2e^2/(\varepsilon k_D^2L^3)$. In that limit, applying the insulating formula would add an error. In a cell much smaller than the Debye length the ions hardly screen the images, and the insulating term is still the leading shift.

A charged slab in contact with water lies outside the derivation as well. Its permittivity changes across the interface, and the uniform background fills solid, liquid and any vacuum alike. The field then depends on the position of the charge and on the thickness of each layer, so neither a single $\varepsilon$ nor the cubic $\alpha$ describes it. The electrostatics of that layered cell must be solved instead.

One further condition concerns the potential reference. The energy of a charged state includes the exchange of $q$ electrons with a reservoir, whose level is measured from the potential of the host. If the reference used in one cell is displaced by a potential $\Delta\phi$ from that of the bulk, the energy changes by $|qe\Delta\phi|$ in magnitude. For $q=2$, a displacement of 0.05 V costs 0.10 eV, more than the error left by the leading correction in the smallest cell of the example. The potentials must therefore be aligned to a common bulk reference, without counting twice any short-range shift already included in an $L^{-3}$ correction. The numerical output below gives the example's energies to more digits.

## Calculated quantities

```
Madelung constant, Ewald: 2.837297
Madelung constant, neutral cubes: 2.837304
Asymmetric pair, remainder power of 1/L: 5.002
Polarizable host eps=2.0: 1/L slope -0.70951, predicted -0.70932 (e^2)
Polarizable host eps=3.0: 1/L slope -0.47403, predicted -0.47288 (e^2)
Coulomb factor e^2: 1.439965 eV nm
MgO model: charge +2 e, lattice constant 0.42 nm
Permittivity: static 10.0, electronic 3.0
Charge width 0.10 nm, screening length 0.05 nm
Isolated model energy: 3.00887 eV
L=0.84 nm: periodic energy 1.95984 eV
  shift E_per-E_iso -1.04904 eV
  leading correction 0.97276 eV
  error after leading correction -0.07627 eV
  L^-3 correction 0.07632 eV
  error after both corrections 5.11e-05 eV
L=1.26 nm: periodic energy 2.33775 eV
  shift E_per-E_iso -0.67112 eV
  leading correction 0.64851 eV
  error after leading correction -0.02261 eV
  L^-3 correction 0.02261 eV
  error after both corrections 7.66e-09 eV
L=1.68 nm: periodic energy 2.51295 eV
  shift E_per-E_iso -0.49592 eV
  leading correction 0.48638 eV
  error after leading correction -0.00954 eV
  L^-3 correction 0.00954 eV
  error after both corrections 1.29e-12 eV
Power of 1/L in error after leading correction: 2.999
Leading correction, smallest cell: 93.86 kJ/mol
Neglected effects and sensitivities, smallest cell:
  clamped-ion leading correction 3.2425 eV
  change if static eps is 10% larger -0.0884 eV
  L^-3 correction if screening length is 0.10 nm 0.4885 eV
  continuum field at 0.21 nm: 65.3 MV/cm
  image-and-background field there: 4.27 MV/cm
  elastic inputs: 160 GPa, 0.005 nm^3
  elastic image energy, order of magnitude 0.021 eV
  thermal energy kT at 300 K 0.0259 eV
Water box L=1.25 nm, q=1, relaxed molecules, eps=80.0: 0.0204 eV
Water box L=1.25 nm, q=1, frozen molecules, eps=1.8: 0.9079 eV
```
